# Orbital Matching and Principal Bonds in a Staggered Ferrocene Model: a program that tests the result

```python
"""
Result under test: the ten p_z orbitals of two staggered five-membered rings
span a1g+a2u+e1g+e1u+e2g+e2u of D5d. A central metal with s, p and d valence
orbitals matches all but e2u, and the e1g (d_xz,d_yz) interaction is the
principal one in a one-electron model with round parameters.

Symbols: R, theta = metal-carbon distance and angle from the ring axis z;
S = overlap matrix; H = Wolfsberg-Helmholz matrix with factor K;
alpha = orbital energies; zeta = Slater exponents. Hartree atomic units.
Diatomic overlaps use common axes with local z from metal to carbon.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

# Chosen model parameters
radius, height, K = 2.3, 3.1, 1.75
zeta_c, zeta_d, zeta_sp = 1.6, 2.0, 1.6
alpha_c, alpha_d, alpha_s, alpha_p = -0.42, -0.40, -0.30, -0.25

# Real solid harmonics: angular momentum and polynomial
HARMONICS = {
    "s": (0, lambda x, y, z: sqrt(1 / (4 * pi)) + 0 * x),
    "x": (1, lambda x, y, z: sqrt(3 / (4 * pi)) * x),
    "y": (1, lambda x, y, z: sqrt(3 / (4 * pi)) * y),
    "z": (1, lambda x, y, z: sqrt(3 / (4 * pi)) * z),
    "z2": (2, lambda x, y, z: sqrt(5 / (16 * pi)) * (2*z*z - x*x - y*y)),
    "xz": (2, lambda x, y, z: sqrt(15 / (4 * pi)) * x * z),
    "yz": (2, lambda x, y, z: sqrt(15 / (4 * pi)) * y * z),
    "x2-y2": (2, lambda x, y, z: sqrt(15 / (16 * pi)) * (x*x - y*y)),
    "xy": (2, lambda x, y, z: sqrt(15 / (4 * pi)) * x * y),
}


def slater(orbital, displacement):
    n, kind, zeta = orbital
    l, polynomial = HARMONICS[kind]
    r = np.linalg.norm(displacement, axis=-1)
    norm = (2 * zeta) ** (n + 0.5) / sqrt(factorial(2 * n))
    x, y, z = np.moveaxis(displacement, -1, 0)
    return norm * r ** (n - 1 - l) * np.exp(-zeta * r) * polynomial(x, y, z)


LAG_T, LAG_W = np.polynomial.laguerre.laggauss(24)
LEG_X, LEG_W = np.polynomial.legendre.leggauss(24)
PHI = 2 * pi * (np.arange(12) + 0.5) / 12


def overlap(a, center_a, b, center_b):
    """Two-centre overlap by quadrature in prolate spheroidal coordinates."""
    center_a, center_b = np.array(center_a, float), np.array(center_b, float)
    axis = center_b - center_a
    distance = np.linalg.norm(axis)
    axis = axis / distance
    side = np.cross(axis, np.eye(3)[np.argmin(abs(axis))])
    side /= np.linalg.norm(side)
    other = np.cross(axis, side)
    half = distance / 2
    decay = half * (a[2] + b[2])
    xi, eta, phi = np.meshgrid(1 + LAG_T / decay, LEG_X, PHI, indexing="ij")
    rho = half * np.sqrt((xi**2 - 1) * (1 - eta**2))
    points = ((center_a + center_b) / 2
              + (half * xi * eta)[..., None] * axis
              + (rho * np.cos(phi))[..., None] * side
              + (rho * np.sin(phi))[..., None] * other)
    weight = ((LAG_W * np.exp(LAG_T) / decay)[:, None, None]
              * LEG_W[None, :, None] * (2 * pi / len(PHI))
              * half**3 * (xi**2 - eta**2))
    return np.sum(weight * slater(a, points - center_a)
                  * slater(b, points - center_b))


# Quadrature check against the closed 1s-1s overlap
test_value = overlap((1, "s", 1.0), [0, 0, 0], (1, "s", 1.0), [1, 1, 1])
q = sqrt(3)
assert abs(test_value - np.exp(-q) * (1 + q + q*q/3)) < 1e-10

# Geometry and orbital basis
angles = 2 * pi * np.arange(5) / 5
top = np.column_stack((radius * np.cos(angles), radius * np.sin(angles),
                       np.full(5, height)))
carbons = np.vstack((top, -top))
R = sqrt(radius**2 + height**2)
theta = np.arctan2(radius, height)
carbon_orbital = (2, "z", zeta_c)
metal_names = ["s", "x", "y", "z", "z2", "xz", "yz", "x2-y2", "xy"]
metal = ([(4, name, zeta_sp) for name in metal_names[:4]]
         + [(3, name, zeta_d) for name in metal_names[4:]])
index = {name: 10 + k for k, name in enumerate(metal_names)}

# Full overlap matrix from direct integrals, without using symmetry
S = np.eye(19)
for i in range(10):
    for j in range(i):
        S[i, j] = S[j, i] = overlap(carbon_orbital, carbons[i],
                                    carbon_orbital, carbons[j])
    for k, orbital in enumerate(metal):
        S[i, 10+k] = S[10+k, i] = overlap(orbital, [0, 0, 0],
                                          carbon_orbital, carbons[i])
assert np.linalg.eigvalsh(S)[0] > 0
alpha = np.array([alpha_c]*10 + [alpha_s] + [alpha_p]*3 + [alpha_d]*5)
H = K * S * (alpha[:, None] + alpha[None, :]) / 2
np.fill_diagonal(H, alpha)

# Generate D5d from a fivefold rotation, a perpendicular twofold and inversion
c5, s5 = np.cos(2*pi/5), np.sin(2*pi/5)
generators = [np.array([[c5, -s5, 0], [s5, c5, 0], [0, 0, 1]]),
              np.diag([-1., 1., -1.]), -np.eye(3)]
group = [np.eye(3)]
for element in group:
    for generator in generators:
        product = generator @ element
        if not any(np.allclose(product, known) for known in group):
            group.append(product)
assert len(group) == 20

# Orthonormal traceless quadratic forms for the five d functions
forms = []
for entries in [[(0, 0, -1), (1, 1, -1), (2, 2, 2)], [(0, 2, 1)],
                [(1, 2, 1)], [(0, 0, 1), (1, 1, -1)], [(0, 1, 1)]]:
    form = np.zeros((3, 3))
    for i, j, value in entries:
        form[i, j] = form[j, i] = value
    forms.append(form / np.linalg.norm(form))


def representation(g):
    D = np.zeros((19, 19))
    for j in range(10):
        image = np.argmin(np.linalg.norm(carbons - g @ carbons[j], axis=1))
        assert np.allclose(carbons[image], g @ carbons[j])
        D[image, j] = g[2, 2]
    D[10, 10] = 1
    D[11:14, 11:14] = g
    D[14:, 14:] = [[np.sum(f * (g @ h @ g.T)) for h in forms] for f in forms]
    return D


matrices = [representation(g) for g in group]
for D in matrices:
    assert np.allclose(D @ S @ D.T, S, atol=1e-9)
    assert np.allclose(D @ H @ D.T, H, atol=1e-9)


def character(name, g):
    parity = np.linalg.det(g)
    proper = g * parity
    if name[0] == "a":
        value = 1 if name[1] == "1" else proper[2, 2]
    elif proper[2, 2] < 0:
        value = 0
    else:
        value = 2 * np.cos(int(name[1])
                           * np.arctan2(proper[1, 0], proper[0, 0]))
    return value * (parity if name[2] == "u" else 1)


irreps = [a + p for a in ("a1", "a2", "e1", "e2") for p in "gu"]
table = np.array([[character(name, g) for g in group] for name in irreps])
assert np.allclose(table @ table.T / 20, np.eye(8))


def reduce_block(block):
    traces = np.array([np.trace(D[block, block]) for D in matrices])
    counts = table @ traces / 20
    assert np.allclose(counts, np.round(counts), atol=1e-9)
    return {n: int(round(c)) for n, c in zip(irreps, counts) if round(c)}


ligand_count = reduce_block(slice(0, 10))
metal_count = reduce_block(slice(10, 19))
assert ligand_count == dict.fromkeys(
    ["a1g", "a2u", "e1g", "e1u", "e2g", "e2u"], 1)
assert metal_count == {"a1g": 2, "a2u": 1, "e1g": 1, "e1u": 1, "e2g": 1}
projectors = {name: (1 if name[0] == "a" else 2) / 20
              * sum(x * D for x, D in zip(row, matrices))
              for name, row in zip(irreps, table)}


def ligand_combination(m, parity, function=np.cos):
    ring = function(m * angles)
    ring = ring / np.linalg.norm(ring)
    vector = np.zeros(19)
    vector[:5] = ring / sqrt(2)
    vector[5:10] = (-1 if parity == "g" else 1) * ring / sqrt(2)
    return vector


for m, parity, name in [(0, "g", "a1g"), (0, "u", "a2u"), (1, "g", "e1g"),
                        (1, "u", "e1u"), (2, "g", "e2g"), (2, "u", "e2u")]:
    for function in ([np.cos] if m == 0 else [np.cos, np.sin]):
        v = ligand_combination(m, parity, function)
        assert np.allclose(projectors[name] @ v, v)
e2u_overlap = max(np.max(abs((S @ ligand_combination(2, "u", f))[10:]))
                  for f in (np.cos, np.sin))
assert e2u_overlap < 1e-9


# Diatomic overlaps and formulas for the group overlaps
def diatomic(orbital, carbon_kind):
    return overlap(orbital, [0, 0, 0], (2, carbon_kind, zeta_c), [0, 0, R])


d_sigma = diatomic((3, "z2", zeta_d), "z")
d_pi = diatomic((3, "xz", zeta_d), "x")
s_sigma = diatomic((4, "s", zeta_sp), "z")
p_sigma = diatomic((4, "z", zeta_sp), "z")
p_pi = diatomic((4, "x", zeta_sp), "x")
assert d_sigma < 0 < d_pi
c, s = np.cos(theta), np.sin(theta)
d_terms = {
    "z2": (sqrt(10)*c*(3*c*c-1)/2*d_sigma, sqrt(30)*s*s*c*d_pi),
    "xz": (sqrt(15)*s*c*c*d_sigma, sqrt(5)*s*(1-2*c*c)*d_pi),
    "x2-y2": (sqrt(15)/2*s*s*c*d_sigma, -sqrt(5)*s*s*c*d_pi),
}
formula = {name: sum(terms) for name, terms in d_terms.items()}
formula.update({"s": sqrt(10)*c*s_sigma,
                "z": sqrt(10)*(c*c*p_sigma + s*s*p_pi),
                "x": sqrt(5)*s*c*(p_sigma - p_pi)})
partners = {"s": (0, "g"), "z2": (0, "g"), "xz": (1, "g"),
            "x2-y2": (2, "g"), "z": (0, "u"), "x": (1, "u")}
group_overlap = {name: S[index[name]] @ ligand_combination(*partner)
                 for name, partner in partners.items()}
for name in partners:
    assert abs(group_overlap[name] - formula[name]) < 1e-9
assert d_terms["z2"][0] * d_terms["z2"][1] < 0
assert d_terms["xz"][0] * d_terms["xz"][1] > 0
assert d_terms["x2-y2"][0] * d_terms["x2-y2"][1] > 0
assert abs(group_overlap["xz"]) > max(abs(group_overlap["z2"]),
                                     abs(group_overlap["x2-y2"]))

# The angle of cancellation is checked by a direct integral at that angle
theta_zero = np.arctan(sqrt(d_sigma / (d_sigma/2 - sqrt(3)*d_pi)))
zero = overlap((3, "z2", zeta_d), [0, 0, 0], carbon_orbital,
               [R*np.sin(theta_zero), 0, R*np.cos(theta_zero)])
assert abs(zero) < 1e-9

# Isolated-ring levels: cyclic formula against diagonalization
S1, S2 = S[0, 1], S[0, 2]
ring_formula = []
for m in range(3):
    eigenvalue = 1 + 2*S1*np.cos(2*pi*m/5) + 2*S2*np.cos(4*pi*m/5)
    ring_formula.append(alpha_c * (K - (K-1)/eigenvalue))
ring_numeric = eigh(H[:5, :5], S[:5, :5], eigvals_only=True)
assert np.allclose(ring_numeric, np.sort(np.array(ring_formula)[[0, 1, 1, 2, 2]]))

# Solve every symmetry block and compare with the full 19-orbital problem
H_free, S_free = H.copy(), S.copy()
for matrix in (H_free, S_free):
    matrix[:10, 10:] = 0
    matrix[10:, :10] = 0
names = list(ligand_count)
levels, vectors, free_levels, labelled = {}, {}, {}, []
for name in names:
    values, basis = np.linalg.eigh(projectors[name])
    U = basis[:, values > 0.5]
    energy, coefficient = eigh(U.T @ H @ U, U.T @ S @ U)
    levels[name], vectors[name] = energy, U @ coefficient
    free_levels[name] = eigh(U.T @ H_free @ U, U.T @ S_free @ U,
                             eigvals_only=True)
    labelled += [(value, name) for value in energy]
labelled.sort()
full = eigh(H, S, eigvals_only=True)
assert np.allclose(full, [value for value, name in labelled], atol=1e-9)
assert np.allclose(levels["e2u"], free_levels["e2u"])

occupied = {name: sum(label == name for value, label in labelled[:9])
            for name in names}
assert occupied == {"a1g": 2, "a2u": 1, "e1g": 2,
                    "e1u": 2, "e2g": 2, "e2u": 0}
assert labelled[9][1] == labelled[10][1] == "e1g"
gap = full[9] - full[8]


def metal_share(vector):
    return vector[10:] @ (S @ vector)[10:]


change, population = {}, {}
for name in names[:]:
    n = occupied[name]
    change[name] = 2 * np.sum(levels[name][:n] - free_levels[name][:n])
    population[name] = sum(4 * v[:10] @ S[:10, 10:] @ v[10:]
                           for v in vectors[name][:, :n].T)
assert change["e1g"] == min(change.values())
assert population["e1g"] > 0

# Remove only the coupling between d_xz,d_yz and the rings
H_cut, S_cut = H.copy(), S.copy()
for name in ("xz", "yz"):
    for matrix in (H_cut, S_cut):
        matrix[index[name], :10] = 0
        matrix[:10, index[name]] = 0
cut = eigh(H_cut, S_cut, eigvals_only=True)
gap_cut = cut[9] - cut[8]
assert gap_cut < 0.5 * gap

print(f"Ring radius, height: {radius:.1f}, {height:.1f} bohr")
print(f"Metal-carbon R: {R:.4f} bohr = {R*BOHR_ANGSTROM:.4f} angstrom")
print(f"Angle theta: {np.degrees(theta):.2f} degrees")
print(f"zeta C2p, M3d, M4s/4p: {zeta_c}, {zeta_d}, {zeta_sp} 1/bohr")
print(f"alpha C2p, M3d: {alpha_c:.2f}, {alpha_d:.2f} hartree")
print(f"alpha M4s, M4p: {alpha_s:.2f}, {alpha_p:.2f} hartree")
print(f"Wolfsberg-Helmholz K: {K:.2f} (no unit)")
print("Ligand irreps:", " + ".join(f"{n}{k}" if False else f"{k} {n}"
                                    for n, k in ligand_count.items()))
print("Metal irreps:", " + ".join(f"{k} {n}" for n, k in metal_count.items()))
print(f"Ring overlaps S1, S2: {S1:.5f}, {S2:.5f} (no unit)")
for m, value in enumerate(ring_formula):
    print(f"Isolated-ring level m={m}: {value:.5f} hartree")
print(f"Diatomic d-p sigma, pi: {d_sigma:.5f}, {d_pi:.5f} (no unit)")
print(f"Diatomic 4s-p sigma: {s_sigma:.5f} (no unit)")
print(f"Diatomic 4p-p sigma, pi: {p_sigma:.5f}, {p_pi:.5f} (no unit)")
for name, terms in d_terms.items():
    print(f"d_{name} sigma, pi terms: {terms[0]:.5f}, {terms[1]:.5f} (no unit)")
for name, value in group_overlap.items():
    print(f"Group overlap metal {name}: {value:.5f} (no unit)")
print(f"Largest e2u-metal overlap: {e2u_overlap:.1e} (no unit)")
print(f"d_z2 cancellation angle: {np.degrees(theta_zero):.2f} degrees")
for name in names:
    step = 1 if name[0] == "a" else 2
    before = ", ".join(f"{e:.5f}" for e in free_levels[name][::step])
    after = ", ".join(f"{e:.5f}" for e in levels[name][::step])
    print(f"{name} uncoupled levels: {before} hartree")
    print(f"{name} coupled levels: {after} hartree")
for name in names:
    if occupied[name]:
        step = 1 if name[0] == "a" else 2
        shares = ", ".join(f"{metal_share(v):.3f}"
                           for v in vectors[name][:, ::step].T)
        print(f"{name} metal shares, all levels: {shares} (fraction)")
for name in names:
    if occupied[name]:
        print(f"{name} energy change: {change[name]:.5f} hartree; "
              f"overlap population: {population[name]:.4f} electrons")
print(f"e1g energy change: {change['e1g']*HARTREE_EV:.3f} eV")
print(f"18-electron gap: {gap:.5f} hartree = {gap*HARTREE_EV:.3f} eV")
print(f"Gap without e1g d-ring coupling: {gap_cut:.5f} hartree")
print("PASS")
```

Output:

```
Ring radius, height: 2.3, 3.1 bohr
Metal-carbon R: 3.8601 bohr = 2.0427 angstrom
Angle theta: 36.57 degrees
zeta C2p, M3d, M4s/4p: 1.6, 2.0, 1.6 1/bohr
alpha C2p, M3d: -0.42, -0.40 hartree
alpha M4s, M4p: -0.30, -0.25 hartree
Wolfsberg-Helmholz K: 1.75 (no unit)
Ligand irreps: 1 a1g + 1 a2u + 1 e1g + 1 e1u + 1 e2g + 1 e2u
Metal irreps: 2 a1g + 1 a2u + 1 e1g + 1 e1u + 1 e2g
Ring overlaps S1, S2: 0.24071, 0.04603 (no unit)
Isolated-ring level m=0: -0.53481 hartree
Isolated-ring level m=1: -0.44179 hartree
Isolated-ring level m=2: -0.24201 hartree
Diatomic d-p sigma, pi: -0.19500, 0.12510 (no unit)
Diatomic 4s-p sigma: -0.25360 (no unit)
Diatomic 4p-p sigma, pi: -0.30769, 0.17531 (no unit)
d_z2 sigma, pi terms: -0.23149, 0.19537 (no unit)
d_xz sigma, pi terms: -0.29023, -0.04833 (no unit)
d_x2-y2 sigma, pi terms: -0.10767, -0.07976 (no unit)
Group overlap metal s: -0.64405 (no unit)
Group overlap metal z2: -0.03612 (no unit)
Group overlap metal xz: -0.33856 (no unit)
Group overlap metal x2-y2: -0.18743 (no unit)
Group overlap metal z: -0.43072 (no unit)
Group overlap metal x: -0.51682 (no unit)
Largest e2u-metal overlap: 8.4e-17 (no unit)
d_z2 cancellation angle: 38.23 degrees
a1g uncoupled levels: -0.54469, -0.40000, -0.30000 hartree
a1g coupled levels: -0.55106, -0.39971, -0.15437 hartree
a2u uncoupled levels: -0.52384, -0.25000 hartree
a2u coupled levels: -0.52551, -0.19172 hartree
e1g uncoupled levels: -0.43115, -0.40000 hartree
e1g coupled levels: -0.49212, -0.26397 hartree
e1u uncoupled levels: -0.45170, -0.25000 hartree
e1u coupled levels: -0.46733, -0.08552 hartree
e2g uncoupled levels: -0.40000, -0.24828 hartree
e2g coupled levels: -0.42596, -0.17716 hartree
e2u uncoupled levels: -0.23558 hartree
e2u coupled levels: -0.23558 hartree
a1g metal shares, all levels: 0.089, 0.999, 0.912 (fraction)
a2u metal shares, all levels: 0.032, 0.968 (fraction)
e1g metal shares, all levels: 0.423, 0.577 (fraction)
e1u metal shares, all levels: 0.152, 0.848 (fraction)
e2g metal shares, all levels: 0.822, 0.178 (fraction)
a1g energy change: -0.01216 hartree; overlap population: 0.2677 electrons
a2u energy change: -0.00333 hartree; overlap population: 0.1034 electrons
e1g energy change: -0.24387 hartree; overlap population: 0.9824 electrons
e1u energy change: -0.06252 hartree; overlap population: 0.7878 electrons
e2g energy change: -0.10386 hartree; overlap population: 0.5380 electrons
e1g energy change: -6.636 eV
18-electron gap: 0.13574 hartree = 3.694 eV
Gap without e1g d-ring coupling: 0.00000 hartree
PASS
```
